# The Hylleraas Bound on the Second-Order Energy and the Permittivity

## 1. Definitions and conventions

The Hamiltonian is $H=H_0+\lambda V$. $H_0$ is a fixed self-adjoint operator, bounded below, whose lowest eigenvalue $E_0$ is simple and separated from the rest of the spectrum by a gap $\Delta>0$. Its normalized eigenfunction is $\psi_0$. $V$ is Hermitian and $V\psi_0$ is normalizable. I write

$$K=H_0-E_0,\qquad W=V-E_1,\qquad E_1=\langle\psi_0|V|\psi_0\rangle .$$

For any trial function $\chi$ of finite $H_0$ energy, the Hylleraas functional is

$$J[\chi]=\langle\chi|K|\chi\rangle+\langle\chi|W|\psi_0\rangle+\langle\psi_0|W|\chi\rangle. \tag{1}$$

The claim is that $J[\chi]\ge E_2$, the second-order energy, with an excess quadratic in $\chi-\psi_1$, where $\psi_1$ is the first-order wavefunction. Which norm measures that error will need care.

Units are Gaussian. The electron has charge $-e$, so a uniform field $F$ along $z$ gives $\lambda V=+eFz$. The polarizability $\alpha$ is defined by $E_2=-\alpha F^2/2$, with the field strength included in $E_2$. An upper bound on $E_2$ is therefore a lower bound on $\alpha$.

## 2. The simplest case: two levels

Take levels $0$ and $\Delta$, with $V$ having only the off-diagonal element $v=\langle1|V|0\rangle$. Then $E_1=0$. For $\chi=c|1\rangle$,

$$J=\Delta|c|^2+c^*v+cv^*=\Delta\left|c+\frac v\Delta\right|^2-\frac{|v|^2}{\Delta}.$$

The minimum is $-|v|^2/\Delta$, at $c=-v/\Delta$. A wrong $c$ costs $\Delta$ times the squared error.

*Limit.* The lower eigenvalue of the $2\times2$ matrix is $\Delta/2-\sqrt{\Delta^2/4+\lambda^2|v|^2}$. For small $\lambda$ the root is $\Delta/2+\lambda^2|v|^2/\Delta$, so the coefficient of $\lambda^2$ is $-|v|^2/\Delta$, as found.

## 3. The general case

Insert $\psi=\psi_0+\lambda\psi_1+\lambda^2\psi_2+\dots$ and $E=E_0+\lambda E_1+\lambda^2E_2+\dots$ into $H\psi=E\psi$. The first two orders are

$$K\psi_1=-W\psi_0, \tag{2}$$
$$K\psi_2+W\psi_1=E_2\psi_0.$$

Equation (2) is solvable because $\langle\psi_0|W|\psi_0\rangle=0$ and $K$ has a gap on the space orthogonal to $\psi_0$. Projecting the second equation on $\psi_0$ removes $\psi_2$, since $K\psi_0=0$:

$$E_2=\langle\psi_0|W|\psi_1\rangle=-\langle\psi_1|K|\psi_1\rangle. \tag{3}$$

The last form follows from (2) and shows that $E_2$ is real and not positive. For a uniform field in open space and a binding potential that levels off at large distance, as in an atom, $H$ itself has no stable ground state, because the electron can tunnel out. Equations (2) and (3) still define $E_2$, and the theorem concerns that coefficient.

Now put $\chi=\psi_1+\delta$ in (1):

$$\begin{aligned}J={}&\langle\psi_1|K|\psi_1\rangle+2\,\mathrm{Re}\langle\psi_1|W|\psi_0\rangle\\&+2\,\mathrm{Re}\left[\langle\delta|K|\psi_1\rangle+\langle\delta|W|\psi_0\rangle\right]+\langle\delta|K|\delta\rangle .\end{aligned}$$

The first line is $-E_2+2E_2=E_2$ by (3). The square bracket vanishes by (2). What remains is

$$J[\chi]=E_2+\langle\chi-\psi_1|K|\chi-\psi_1\rangle\ \ge\ E_2. \tag{4}$$

The inequality holds because $E_0$ is the lowest eigenvalue. Equality requires $\chi=\psi_1+c\psi_0$, since $E_0$ is simple. The free constant $c$ is the usual freedom in $\psi_1$ and changes neither $J$ nor $E_2$. Nothing here assumed one particle, so (4) also holds for a many-electron $H_0$.

I tested (4) on a complex $10\times10$ Hermitian matrix with levels from 0 to 8.5, taking $E_2$ from finite differences of the lowest eigenvalue. For 200 random trials $J$ lay above $E_2$, and the excess agreed with $\langle\delta|K|\delta\rangle$ within $10^{-4}(1+\langle\delta|K|\delta\rangle)$.

### Where the argument fails

*Excited state.* If $\psi_0$ is replaced by an excited state of energy $E_s$, a trial error $\delta=t\varphi$ along a lower state of energy $E_l$ gives $J=E_2-|t|^2(E_s-E_l)$. The bound is lost.

*Degenerate ground level.* Let $\varphi$ be a partner with $K\varphi=0$, orthogonal to $\psi_0$, and $\langle\varphi|V|\psi_0\rangle\neq0$. Then $J[t\varphi]=2\,\mathrm{Re}\,t^*\langle\varphi|V|\psi_0\rangle$, which has no lower limit. Equation (2) has no solution either.

*Approximate ground state.* The cancellation used the true $\psi_0$ and $E_0$. Section 6 contains a case in which an approximate $\psi_0$ breaks the bound.

## 4. Quadratic in which norm?

Expand $\delta$ in eigenstates of $H_0$, with coefficients $\delta_n$; for a continuum the sum becomes an integral. The excess is

$$J-E_2=\sum_{n\ne0}(E_n-E_0)|\delta_n|^2\ \ge\ \Delta\sum_{n\neq0}|\delta_n|^2. \tag{5}$$

If the spectrum ends at $E_{\max}$, the excess is also at most $(E_{\max}-E_0)\|\delta\|^2$. Kinetic energy has no such maximum. For a Schrödinger operator the error is therefore quadratic in the energy norm $\langle\delta|K|\delta\rangle^{1/2}$, but no fixed constant times $\|\delta\|^2$ bounds it from above. A ripple of wave number $k$ carries kinetic energy of about $\hbar^2k^2/2m$ times its squared norm, however small that norm is. Along a fixed direction, $\delta=\eta g$ with $g$ of finite energy, the excess is still proportional to $\eta^2$.

### A bound from the other side

Define the residual $\rho=K\chi+W\psi_0$, for $\chi$ smooth enough that $K\chi$ is normalizable. By (2), $\rho=K\delta$, so

$$\|\rho\|^2=\sum_{n\ne0}(E_n-E_0)^2|\delta_n|^2\ge\Delta\,(J-E_2).$$

Hence

$$J-\frac{\|\rho\|^2}{\Delta}\ \le\ E_2\ \le\ J. \tag{6}$$

If $\rho$ has a definite symmetry, only states of that symmetry enter the sums, and $\Delta$ may be the gap to the lowest of them.

*Limit.* For two levels $\rho=(\Delta c+v)|1\rangle$ and $\|\rho\|^2/\Delta=\Delta|c+v/\Delta|^2$. This equals the excess found in Section 2, so the left inequality in (6) becomes an equality.

## 5. One electron in a field

Let $H_0=-(\hbar^2/2m)\nabla^2+V_0(\mathbf r)$, with a real $\psi_0$ that has no nodes. Write $\chi=f\psi_0$. Then

$$|\nabla\chi|^2=|f|^2|\nabla\psi_0|^2+\psi_0^2|\nabla f|^2+\psi_0\nabla\psi_0\cdot\nabla|f|^2 .$$

Integrating the last term by parts gives $-\int|f|^2(|\nabla\psi_0|^2+\psi_0\nabla^2\psi_0)$. The terms in $|\nabla\psi_0|^2$ cancel. The Schrödinger equation gives $(\hbar^2/2m)\nabla^2\psi_0=(V_0-E_0)\psi_0$, so the remaining term cancels the potential part of $\langle\chi|K|\chi\rangle$. The result is

$$\langle f\psi_0|K|f\psi_0\rangle=\frac{\hbar^2}{2m}\int\psi_0^2|\nabla f|^2\,d^3r. \tag{7}$$

This is never negative and vanishes only for constant $f$. A normalizable nodeless eigenfunction is thus the ground state, and it is nondegenerate.

Take a spherical $\psi_0$, so that $E_1=0$, and the trial $f=cz$ with real $c$. Since $|\nabla f|^2=c^2$,

$$J=\frac{\hbar^2c^2}{2m}+2ceF\langle z^2\rangle .$$

The minimum is at $c=-2meF\langle z^2\rangle/\hbar^2$, where $J=-2me^2F^2\langle z^2\rangle^2/\hbar^2$. With $J\ge-\alpha F^2/2$,

$$\alpha\ \ge\ \frac{4me^2}{\hbar^2}\langle z^2\rangle^2. \tag{8}$$

*Limit.* For a harmonic oscillator of frequency $\omega$, $\langle z^2\rangle=\hbar/2m\omega$, and (8) gives $e^2/m\omega^2$. The static displacement $-eF/m\omega^2$ gives the same polarizability, so the bound is reached.

### More terms

For $\chi=\sum_kc_k\chi_k$ with real functions, $J=c^TAc+2b^Tc$, where $A_{kl}=\langle\chi_k|K|\chi_l\rangle$ and $b_k=\langle\chi_k|W|\psi_0\rangle$. Setting the derivative to zero gives $Ac=-b$ and $J=b^Tc$. A larger basis contains the smaller one, so its minimum cannot be higher.

Measure length in some $a$, energy in $\hbar^2/ma^2$, and the perturbation in $eFa$. Then $J$ carries the factor $(eFa)^2/(\hbar^2/ma^2)$, and $\alpha$ has the unit $me^2a^4/\hbar^2=a^4/a_0$, with $a_0=\hbar^2/me^2$. For $f_k=zr^k$,

$$\nabla f_k\cdot\nabla f_l=r^{k+l}+(k+l+kl)\,z^2r^{k+l-2}.$$

The angular average of $z^2$ is $r^2/3$. With $M_n=\langle r^n\rangle$ in units of $a^n$,

$$A_{kl}=\tfrac12M_{k+l}\left[1+\tfrac{k+l+kl}{3}\right],\qquad b_k=\tfrac13M_{k+2}. \tag{9}$$

*Limit: hydrogen.* With $a=a_0$ the density is proportional to $e^{-2r}$ and $M_n=(n+2)!/2^{n+1}$, so $M_1=3/2$, $M_2=3$, $M_3=15/2$. For two terms $A_{00}=1/2$, $A_{01}=1$, $A_{11}=3$, $b_0=1$, $b_1=5/2$. The determinant is $1/2$, and

$$c_0=-\frac{3-5/2}{1/2}=-1,\qquad c_1=-\frac{5/4-1}{1/2}=-\frac12 .$$

Then $J=-1-5/4=-9/4$ and $\alpha=\tfrac92a_0^3$. To see whether this is more than a bound, I need the residual. From the product rule, $K(f\psi_0)=-\tfrac12(\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0)$. Also $\nabla^2(zr^k)=k(k+3)zr^{k-2}$, and the radial derivative of $zr^k$ is $(k+1)zr^{k-1}$. Writing $\nabla\psi_0=-q(r)\psi_0\hat{\mathbf r}$,

$$\rho=z\psi_0\Big[1+\sum_kc_k\Big((k+1)q\,r^{k-1}-\tfrac{k(k+3)}2r^{k-2}\Big)\Big]. \tag{10}$$

Hydrogen has $q=1$, and the bracket is $1-1/r-\tfrac12(2-2/r)=0$. The trial solves (2), so $\tfrac92a_0^3$ is the value for this Hamiltonian.

## 6. A bound electron with a softer core

The next case has a known ground state but no two-term solution. Choose $\psi_0\propto\operatorname{sech}s$, with $s=r/a$. Then

$$\frac{\nabla^2\psi_0}{\psi_0}=\frac1{a^2}\left[1-2\operatorname{sech}^2s-\frac2s\tanh s\right].$$

This must equal $2m(V_0-E_0)/\hbar^2$. Requiring $V_0\to0$ at infinity fixes

$$E_0=-\frac{\hbar^2}{2ma^2},\qquad V_0=-\frac{\hbar^2}{ma^2}\left[\operatorname{sech}^2s+\frac{\tanh s}{s}\right].$$

The well is finite at the origin, and the state is nodeless, so it is the ground state.

For the moments, expand $\operatorname{sech}^2s=4\sum_{j\ge1}(-1)^{j-1}je^{-2js}$ and integrate term by term:

$$\int_0^\infty s^p\operatorname{sech}^2s\,ds=p!\,2^{1-p}\eta(p),\qquad \eta(p)=\sum_{j\ge1}\frac{(-1)^{j-1}}{j^p}.$$

The normalization integral, $p=2$, is $\eta(2)=\pi^2/12$. Therefore

$$M_n=\frac{12}{\pi^2}(n+2)!\,2^{-n-1}\eta(n+2).$$

With $\eta(4)=7\pi^4/720$ this gives $M_2=7\pi^2/20$ and $\langle z^2\rangle=7\pi^2a^2/60$. Bound (8) becomes $\alpha\ge4(7\pi^2/60)^2a^4/a_0=5.303\,a^4/a_0$.

For two terms I use $M_1=1.64422$, $M_2=3.45436$, $M_3=8.86467$. Equation (9) gives $A_{00}=0.5$, $A_{01}=\tfrac23M_1=1.09615$, $A_{11}=M_2$, $b_0=1.15145$, $b_1=2.95489$. The solution of $Ac=-b$ is $c_0=-1.4050$, $c_1=-0.4096$, so

$$J=-(1.15145)(1.4050)-(2.95489)(0.4096)=-2.828 .$$

Hence $\alpha\ge5.656\,a^4/a_0$.

The upper bounds on $\alpha$ below use (6) and (10) with $q=\tanh s$. The residual has p symmetry, so $\Delta$ is the gap to the lowest p state, $0.3641$ in model units. This gap is a numerical value, and the upper bounds rest on its accuracy.

| Terms | $\alpha$ at least | $\alpha$ at most | Energy-norm error | $\alpha$ too low by |
|---|---|---|---|---|
| 1 | 5.303 | 6.151 | 25.2 % | 6.35 % |
| 2 | 5.656 | 5.726 | 3.47 % | 0.120 % |
| 3 | 5.6612 | 5.6816 | 1.69 % | 0.029 % |
| 4 | 5.6625 | 5.6671 | 0.76 % | 0.006 % |

Here $\alpha$ is in $a^4/a_0$, with lower bounds rounded down and upper bounds rounded up. Errors are relative to a direct radial solution of (2), which gives $\alpha=5.6629$. Diagonalization in a small finite field, in a different basis, gives the same five digits.

By (3) and (4), the relative error of $\alpha$ equals the square of the relative energy-norm error. The first row shows it: $0.252^2=0.0635$. For one and two terms the energy of $\chi-\psi_1$, computed from the radial solution, agreed with $J-E_2$ within 2 %.

*Sum over states.* Expanding (3) gives $E_2=-\sum_{n\ne0}|\langle n|V|\psi_0\rangle|^2/(E_n-E_0)$ for unit $\lambda$. Every term has the same sign. The first p state alone supplies 76 % of $\alpha$, while the single function $z\psi_0$ supplies 94 %. The latter is itself a mixture of p states, including the continuum.

*Ripple.* I added to $\psi_1$ a p-type error with radial part $r^2e^{-r/a}\sin kr$ (this is $r$ times the radial wavefunction), keeping its ordinary norm at 1 % of that of $\psi_1$. For $ka=5$ the estimate of $\alpha$ falls by 0.33 %; for $ka=50$ it falls by 32 %. The ratio is about 96 (96.5 once the grid error at $ka=50$ is removed), close to the factor 100 expected from $k^2$. Halving the ripple at fixed $k$ reduces the loss fourfold. Both parts of Section 4 are visible here.

*Approximate ground state.* Replace $\psi_0$ by the too diffuse $\phi\propto e^{-0.7r/a}$, replace $E_0$ by the mean energy of $\phi$, and optimize $\chi=cz\phi$. The estimate is $11.9\,a^4/a_0$, more than twice the true $\alpha$. It is not a lower bound.

## 7. From polarizability to permittivity

For $N$ sites per volume, with the Lorentz local field,

$$\frac{\varepsilon-1}{\varepsilon+2}=y,\qquad y=\frac{4\pi N\alpha}{3},\qquad \varepsilon=\frac{1+2y}{1-y}. \tag{11}$$

Since $d\varepsilon/dy=3/(1-y)^2>0$, a lower bound on $\alpha$ gives a lower bound on $\varepsilon$ for $y<1$, within this model. *Limit:* for small $y$, $\varepsilon\to1+4\pi N\alpha$, the dilute gas.

Take $a=0.040$ nm and $N=220$ electrons per nm³, one electron per site. The unit $a^4/a_0$ is $4.838\times10^{-5}$ nm³, so the radial solution gives $\alpha=2.74\times10^{-4}$ nm³. Then

$$y=\frac{4\pi}{3}(220)(2.7395\times10^{-4})=0.2525,\qquad \varepsilon=\frac{1.505}{0.7475}=2.01 .$$

The one-term trial guarantees $\varepsilon\ge1.92$. The two-term trial brackets it between 2.01 and 2.03. These limits cover the trial function's error, not the model's.

### Beside a real low-k film

The parameters were chosen so that the electronic permittivity falls in the rough range of organosilicate films, whose refractive index is near 1.4; the model gives 1.42. This agreement is therefore not a prediction. The model's gap of 17 eV is far above the roughly 8 to 9 eV of silica-like networks. The assumption of separate sites is not met even within the model. The spacing $N^{-1/3}$ is 0.166 nm, and 26 % of each electron's charge lies beyond half of it. Dropping the local field at fixed $\alpha$ lowers $\varepsilon$ from 2.01 to 1.76, which sizes this uncertainty without bounding it.

The static permittivity also contains lattice motion. One oscillator mode adds $4\pi N_iZ^2e^2/\mu\omega^2$ to the electronic permittivity, provided $Z$ is the Born effective charge and $\omega$ the transverse optical frequency, which already contain the local field. With rough inputs of 17 oxygen atoms per nm³, $Z=1.5$, $\mu=10$ atomic mass units and $\hbar\omega=0.057$ eV, this is 0.89, for a total near 2.9. The same numbers read as bare site values and inserted in (11) would give a total of 4.7, so the figure depends on that reading. It is the largest omission among those sized here. Water at 1 % by volume, treated as dilute spheres of permittivity 80, would add about 0.08. This depends strongly on shape: the same volume adds 0.03 as layers across the field, about 0.5 as a connected coating, and 0.77 as layers along the field. Differentiating (11) gives $d\varepsilon=\tfrac13(\varepsilon-1)(\varepsilon+2)\,d\ln N$; warming by 80 K at a rough linear expansion of 12 ppm/K then changes the electronic $\varepsilon$ by $-0.004$, at fixed $\alpha$ and for free expansion; a film clamped to silicon expands less in volume, and the temperature dependence of the lattice part is not included.

At an applied stress field of 2 MV/cm, the local field in the electronic model, without the lattice part, is $(\varepsilon+2)/3$ times the applied one, or 2.7 MV/cm. There $E_2=-6.8\times10^{-6}$ eV per electron, and the next order changes the induced dipole by about two parts in a million. Linear response is thus adequate for this model's bound electrons. The applied field is about 0.3 of a rough breakdown field of 7 MV/cm. For an ideal triangular barrier of 4 eV and the free mass, the tunnelling exponent is 273. The barrier is then 20 nm wide, so in a thicker film tunnelling through it (Fowler–Nordheim tunnelling) is negligible; traps, defects and direct tunnelling through thinner films are outside this estimate. The exponent is sensitive to the inputs: half the free mass gives 193, and a 2 eV barrier at that mass gives 68, with a width of 10 nm. At 373 K the model's gap is 539 $kT$, and a gap of 8 to 9 eV is 250 to 280 $kT$, so thermal excitation across it is negligible too.

For a first-principles calculation, the fixed $H_0$ matters. In a self-consistent mean field the induced density changes the potential and adds another quadratic term to the functional. The positivity shown in (4) does not cover that term, so the bound then needs its own stability condition. The numerical output below gives more digits for many of these values.

## Values computed for the example and the checks

```
length a = 0.040 nm; electrons N = 220 /nm^3
energy unit hbar^2/(m a^2) = 47.62 eV
ground level E0 = -23.81 eV
gap to first p state = 0.3641 units = 17.34 eV
moments <(r/a)^n>, n=1,2,3 (no unit): 1.64422 3.45436 8.86467
alpha unit a^4/a0 = 4.8377e-05 nm^3
1-term trial: alpha >= 5.303384, <= 6.150813 a^4/a0
   error norms: ordinary 20.089 %, energy 25.196 %
   alpha too low by 6.3483 %
2-term trial: alpha >= 5.656074, <= 5.725433 a^4/a0
   error norms: ordinary 1.845 %, energy 3.468 %
   alpha too low by 0.1202 %
3-term trial: alpha >= 5.661262, <= 5.681543 a^4/a0
   error norms: ordinary 0.895 %, energy 1.692 %
   alpha too low by 0.0286 %
4-term trial: alpha >= 5.662560, <= 5.667008 a^4/a0
   error norms: ordinary 0.406 %, energy 0.755 %
   alpha too low by 0.0057 %
2-term c0, c1 (model units): -1.40503 -0.40956
alpha, radial solution = 5.662883 a^4/a0
alpha, finite field = 5.662872 a^4/a0
alpha, radial solution = 2.7395e-04 nm^3
share of first p state in alpha = 76.0 %
1 % ripple, wave number 5/a: alpha low by 0.331 %
1 % ripple, wave number 50/a: alpha low by 31.747 %
diffuse exp(-0.7 r/a): false alpha = 11.915 a^4/a0
permittivity, 1-term lower bound = 1.9289
permittivity, 2-term lower bound = 2.0115
permittivity, 2-term upper bound = 2.0282
permittivity, radial solution = 2.0131; index = 1.419
permittivity without local field = 1.757
site spacing = 0.166 nm
charge beyond half spacing = 26.1 %
rough lattice input: 17 O/nm^3, charge 1.5 e,
   mass 10 u, mode 0.057 eV
lattice part of permittivity = 0.89; total = 2.90
water, 1 % by volume, permittivity 80: adds 0.078
expansion 12 ppm/K over 80 K: adds -0.0039
gap/kT at 373 K = 539
applied field = 2.0 MV/cm; local = 2.68 MV/cm
E2 term at local field = -6.809e-06 eV
relative nonlinear change of dipole = 2.25e-06
tunnel exponent, 4 eV barrier = 273
applied / rough breakdown field (7 MV/cm) = 0.29
```
